\section*{Characteristic Time and Exponent of Stretched Switching from Two Fractions}

\section*{The question}

A capacitor with a ferroelectric film is first reset, so that its polarization is saturated in one direction. A voltage pulse of opposite sign and length $t$ is then applied, and the charge due to reversed polarization is measured. The cycle is repeated with pulses of the same amplitude but different length. The switched fraction $f(t)$ is the reversed polarization divided by its value after complete switching. The charge of the ordinary dielectric response and the leakage charge have already been subtracted, so $f$ runs from 0 to 1.

The data are round model values, not measurements on a particular film:
\begin{equation}
t_1=100~\text{ns},\quad f_1=0.20;\qquad
t_2=1000~\text{ns},\quad f_2=0.80 .
\end{equation}
Assume, except where a part says otherwise, that the fractions follow
\begin{equation}
f(t)=1-\exp\!\left[-\left(\frac{t}{\tau}\right)^{n}\right],
\qquad \tau>0,\quad n>0, \label{law}
\end{equation}
with the same characteristic time $\tau$ and exponent $n$ at both pulse lengths. The fixed amplitude matters here, because $\tau$ and $n$ may depend on the field. The symbol $\ln$ denotes the natural logarithm.

\section*{Part (a): solving for the two parameters}

\textit{For general data with $0<t_1<t_2$ and $0<f_1<f_2<1$, find $n$ and $\tau$, and show that the solution is unique.}

\medskip
\textbf{Model answer.} The parameters sit inside an exponential, so we first isolate it. For $i=1,2$,
\begin{equation}
1-f_i=\exp\!\left[-\left(\frac{t_i}{\tau}\right)^{n}\right].
\end{equation}
The left side is the unswitched fraction. It lies between 0 and 1, so its logarithm is negative. We take the logarithm and change the sign to obtain a positive quantity:
\begin{equation}
L_i\equiv-\ln(1-f_i)=\left(\frac{t_i}{\tau}\right)^{n}>0. \label{L}
\end{equation}
Since $L_i$ is positive, a second logarithm is allowed. It brings the exponent down:
\begin{equation}
\ln L_i=n\ln\frac{t_i}{\tau}=n\ln t_i-n\ln\tau . \label{lin}
\end{equation}
These are two linear equations for the unknowns $n$ and $n\ln\tau$. In a plot of $\ln L$ against $\ln t$ the law is a straight line of slope $n$ that crosses zero at $t=\tau$. The logarithm of a time is taken of its numerical value in a chosen unit; the unit drops out of every difference below.

Subtracting the equation for $i=1$ from that for $i=2$ removes $n\ln\tau$:
\begin{equation}
\ln L_2-\ln L_1=n(\ln t_2-\ln t_1)
\quad\Longrightarrow\quad
n=\frac{\ln(L_2/L_1)}{\ln(t_2/t_1)} . \label{n}
\end{equation}
To find $\tau$, raise $L_1=(t_1/\tau)^n$ to the power $1/n$, which gives $L_1^{1/n}=t_1/\tau$, and hence
\begin{equation}
\tau=t_1L_1^{-1/n}=t_2L_2^{-1/n}. \label{tau}
\end{equation}
The second form follows in the same way from the second point.

The denominator in (\ref{n}) is nonzero because $t_2>t_1$, so $n$ has one value. Because $f_2>f_1$, we have $1-f_2<1-f_1$ and therefore $L_2>L_1$; the numerator is positive and so is $n$. Equation (\ref{tau}) then gives one positive $\tau$. Each step can be reversed, so these values do satisfy the original equations.

The conditions on the data are needed. If $f_1=f_2$, the formula gives $n=0$, and $\tau$ cannot be found. If $f_2<f_1$, it gives a negative $n$, which the law excludes. A reading of 0 or 1 makes $\ln L$ infinite and cannot be used.

\section*{Part (b): numerical values}

\textit{Evaluate $n$ and $\tau$ for the given data. Check the result at the second point.}

\medskip
\textbf{Model answer.} The first logarithms are
\begin{align}
L_1&=-\ln 0.80=0.22314, & \ln L_1&=-1.49994,\\
L_2&=-\ln 0.20=1.60944, & \ln L_2&=0.47588 .
\end{align}
The difference of the second logarithms is $0.47588-(-1.49994)=1.97582$, and $\ln(t_2/t_1)=\ln 10=2.30259$. Thus
\begin{equation}
n=\frac{1.97582}{2.30259}=0.8581,\qquad \frac1n=1.1654 .
\end{equation}
For the characteristic time it is convenient to write $L_1^{-1/n}=\exp(-\ln L_1/n)$:
\begin{equation}
\tau=(100~\text{ns})\,\exp(1.49994\times1.1654)
=574.3~\text{ns}=0.5743~\mu\text{s}.
\end{equation}
The second point gives
\begin{equation}
\tau=(1000~\text{ns})\,\exp(-0.47588\times1.1654)=574.3~\text{ns}.
\end{equation}
This agreement checks the arithmetic. It does not check the law, since $n$ was chosen to make the two values agree. A numerical solution of the two original equations, without taking logarithms of the data, also gives $n=0.8581$ and $\tau=574.3$ ns.

The sign of each $\ln L_i$ shows on which side of $\tau$ the point lies. Here $L_1<1<L_2$, so $\tau$ must lie between 100 and 1000 ns, as found. Since $n<1$, the law is stretched in the narrow sense: on a logarithmic time axis the transition is broader than that of a simple exponential.

\section*{Part (c): what the characteristic time means}

\textit{What fraction has switched at $t=\tau$? Find the time at which half has switched. A student uses base-10 logarithms to form $L_1$ and $L_2$, and then applies the formulas of part (a). What does the student obtain?}

\medskip
\textbf{Model answer.} At $t=\tau$ the bracket in (\ref{law}) equals $-1$ for every $n$, so
\begin{equation}
f(\tau)=1-e^{-1}=0.6321 .
\end{equation}
For half switching we set $1-f=1/2$ in (\ref{L}):
\begin{equation}
\left(\frac{t_{1/2}}{\tau}\right)^n=\ln2
\quad\Longrightarrow\quad
t_{1/2}=\tau(\ln2)^{1/n}=374.7~\text{ns}.
\end{equation}
This is shorter than $\tau$, because $\ln2<1$. The two times approach each other when $n$ is large, since then $(\ln2)^{1/n}\to1$ and the transition becomes sharp.

The student forms $M_i=-\log_{10}(1-f_i)=L_i/\ln10$. The common factor cancels in $M_2/M_1=L_2/L_1$, so the exponent is correct. It does not cancel in the time:
\begin{equation}
t_1M_1^{-1/n}=t_1L_1^{-1/n}(\ln10)^{1/n}
=\tau(\ln10)^{1/n}=1518~\text{ns}.
\end{equation}
At this time $(t/\tau)^n=\ln10$, so $1-f=e^{-\ln10}=0.1$. The student has found the time for 90\% switching, not $\tau$.

\section*{Part (d): what the exponent means}

\textit{Define the switching rate per unswitched fraction by $h(t)=-\,d\ln(1-f)/dt$. Find $h$ for the law and evaluate it at both pulse lengths. Can the value of $n$ be read as a growth dimension? Does it prove that different regions of the film switch at different rates?}

\medskip
\textbf{Model answer.} From (\ref{law}), $-\ln(1-f)=(t/\tau)^n$. Differentiation gives
\begin{equation}
h(t)=\frac{n}{\tau}\left(\frac{t}{\tau}\right)^{n-1}
=\frac{n}{t}\left(\frac{t}{\tau}\right)^n=\frac{nL(t)}{t}. \label{h}
\end{equation}
At the two measured points,
\begin{align}
h(t_1)&=\frac{0.8581\times0.22314}{100~\text{ns}}=0.001915~\text{ns}^{-1},\\
h(t_2)&=\frac{0.8581\times1.60944}{1000~\text{ns}}=0.001381~\text{ns}^{-1}.
\end{align}
The rate falls with time because $n-1$ is negative. For $n=1$ it would be the constant $1/\tau$, and for $n>1$ it would rise. For $n<1$ the formula makes $h$ infinite as $t\to0$. A finite physical rate cannot follow this, so the law must fail at sufficiently short times, even though $f$ itself goes continuously to zero. (Its slope, like $h$, becomes infinite there.)

\textit{Growth dimension.} Consider a large uniform film in which nuclei are placed at random with density $\rho$, all are present at $t=0$, and each grows in $d$ dimensions with constant speed $v$. A point is still unswitched at time $t$ if no nucleus lies within a distance $vt$. The expected number of nuclei in that region is $\rho c_d(vt)^d$, where $c_d$ is the volume of the unit ball in $d$ dimensions. For random independent positions the probability of finding none is
\begin{equation}
1-f=\exp\!\left[-\rho c_d(vt)^d\right].
\end{equation}
In this model $n=d$, which is 1, 2 or 3. The value 0.8581 is none of these, so it is not a growth dimension in this picture.

\textit{Spread of rates.} Suppose instead that region $j$ makes up a share $w_j$ of the switchable polarization and switches with its own constant rate $k_j$. The unswitched fraction is
\begin{equation}
S(t)=1-f(t)=\sum_jw_je^{-k_jt},\qquad \sum_jw_j=1 .
\end{equation}
Let $\langle\cdot\rangle$ be the average over what is still unswitched, with weights $w_je^{-k_jt}/S$. Differentiating once and twice gives $S'=-S\langle k\rangle$ and $S''=S\langle k^2\rangle$. Therefore
\begin{align}
h&=-\frac{S'}{S}=\langle k\rangle,\\
\frac{dh}{dt}&=-\frac{S''}{S}+\left(\frac{S'}{S}\right)^2
=-\left(\langle k^2\rangle-\langle k\rangle^2\right)\le0 .
\end{align}
The slope is minus the variance of the remaining rates. Fast regions leave the unswitched population first, so the average rate of the rest falls. No single region has to slow down. The sign result requires a constant rate in each region. In a real film each region may itself switch by nucleation and growth. For example, regions with $n=2$ and a log-normal spread of $\tau$ (standard deviation about 1.2 in $\ln\tau$) also pass through both data points, and their total $h$ first rises and then falls. A fitted $n<1$ therefore does not exclude growth with integer $d$ inside each region.

The data do not prove this explanation. If all regions were alike and shared one time-dependent rate $h(t)$, the equation $S'=-h(t)S$ with the $h$ of (\ref{h}) would give the same $f(t)$. The exponent describes the shape of the total response; telling the two causes apart needs other evidence, such as spatially resolved measurements.

\section*{Part (e): reading errors}

\textit{Each fraction has an independent standard error of 0.01. The pulse lengths are known precisely. Find the standard errors of $n$ and $\tau$ to first order. What happens if both fractions are too large by the same small factor?}

\medskip
\textbf{Model answer.} Since $L_i=-\ln(1-f_i)$, a small error $\delta f_i$ gives $\delta L_i=\delta f_i/(1-f_i)$. The error of $\ln L_i$ is then
\begin{equation}
u_i\equiv\delta(\ln L_i)=\frac{\delta f_i}{(1-f_i)L_i}. \label{u}
\end{equation}
Write $D=\ln(t_2/t_1)$ and $a_i=\ln(t_i/\tau)$, so that $a_2-a_1=D$. Equation (\ref{n}) gives
\begin{equation}
\delta n=\frac{u_2-u_1}{D}. \label{dn}
\end{equation}
For $\tau$, we vary both parameters in $\ln L_i=n\ln(t_i/\tau)$:
\begin{equation}
u_i=a_i\,\delta n-n\frac{\delta\tau}{\tau}.
\end{equation}
To remove $\delta n$, multiply the equation for $i=2$ by $a_1$, that for $i=1$ by $a_2$, and subtract:
\begin{equation}
a_1u_2-a_2u_1=n(a_2-a_1)\frac{\delta\tau}{\tau}
\quad\Longrightarrow\quad
\frac{\delta\tau}{\tau}=\frac{a_1u_2-a_2u_1}{nD}. \label{dtau}
\end{equation}

For $\delta f_i=0.01$ the magnitudes are
\begin{equation}
u_1=\frac{0.01}{0.80\times0.22314}=0.05602,\qquad
u_2=\frac{0.01}{0.20\times1.60944}=0.03107 .
\end{equation}
Independent contributions add in quadrature, so the minus signs in (\ref{dn}) and (\ref{dtau}) do not produce cancellation:
\begin{equation}
\sigma_n=\frac{\sqrt{0.05602^2+0.03107^2}}{2.30259}=0.0278 .
\end{equation}
With $a_1=-1.7480$, $a_2=0.5546$ and $nD=\ln(L_2/L_1)=1.97582$,
\begin{equation}
\frac{\sigma_\tau}{\tau}
=\frac{\sqrt{(1.7480\times0.03107)^2+(0.5546\times0.05602)^2}}{1.97582},
\end{equation}
which gives $\sigma_\tau=18.2$ ns. Random sampling of the two fractions gives 0.0279 and 18.2 ns, so first order is sufficient here. The results should be quoted as
\begin{equation}
n=0.86\pm0.03,\qquad \tau=(0.57\pm0.02)~\mu\text{s}.
\end{equation}
The distance of $n$ from 1 is about five standard errors. If the law, the error estimate and the saturation value are right, a simple exponential is a poor description of these data. The last condition matters: if the polarization used for complete switching were 16\% too large, the corrected fractions would give $n=1$.

The factor multiplying $\delta f$ in (\ref{u}) is $e^L/L$, because $1-f=e^{-L}$. Its logarithm, $L-\ln L$, has derivative $1-1/L$ and is smallest at $L=1$, that is, at $t=\tau$. The factor grows without limit as $f$ approaches 0 or 1. Two points close to $\tau$ would each have a small $u_i$, but $D$ would be small and $n$ poorly determined. Good data need a compromise between well-separated times and fractions that are not extreme.

\textit{Common factor.} If the polarization used for complete switching is too small, both fractions come out too large: $\delta f_i=\varepsilon f_i$ with $\varepsilon>0$. These errors are not independent and must be added with their signs. From (\ref{u}),
\begin{equation}
u_i=\varepsilon\frac{1-e^{-L_i}}{e^{-L_i}L_i}
=\varepsilon\frac{e^{L_i}-1}{L_i}
=\varepsilon\left(1+\frac{L_i}{2}+\frac{L_i^2}{6}+\cdots\right).
\end{equation}
This increases with $L_i$, so $u_2>u_1>0$ and the inferred $n$ is too large. Since $a_1<0<a_2$ here, both terms of (\ref{dtau}) are negative and the inferred $\tau$ is too short. Repeating the two pulse measurements does not remove this error; the saturation value itself must be checked.

\section*{Part (f): do the two points support the law?}

\textit{Consider another model: two equal populations, each switching exponentially, with rates $k_a<k_b$. Show that it too can pass through both points. Compare its predictions with those of the stretched law at 10 ns and 3000 ns. Could one further reading with a standard error of 0.01 decide between them?}

\medskip
\textbf{Model answer.} The second model is
\begin{equation}
1-f(t)=\tfrac12\left(e^{-k_at}+e^{-k_bt}\right).
\end{equation}
Let $x=e^{-k_at_1}$ and $y=e^{-k_bt_1}$, so that $x>y$. Since $t_2=10t_1$, the two data points require
\begin{equation}
x+y=1.6,\qquad x^{10}+y^{10}=0.4 .
\end{equation}
Insert $y=1.6-x$ and let $x$ grow from 0.8 to 1. The sum of tenth powers starts at $2(0.8)^{10}\approx0.21$, below 0.4, and ends above 1. Its derivative, $10(x^9-y^9)$, is positive for $x>y$. There is therefore one solution, and it corresponds to
\begin{equation}
k_a=0.000983~\text{ns}^{-1},\qquad k_b=0.003658~\text{ns}^{-1}.
\end{equation}
Both models now reproduce the data, but they differ elsewhere:
\begin{center}
\begin{tabular}{lcc}
Pulse length & Stretched law & Two populations\\
10 ns & 0.0305 & 0.0229\\
3000 ns & 0.9839 & 0.9738
\end{tabular}
\end{center}
At short times the two-population fraction is proportional to $t$, whereas the stretched law gives $f\approx(t/\tau)^n$. With $n<1$ the latter falls more slowly as $t$ is reduced, so it is larger at sufficiently short times. At 3000 ns the slow population leaves more polarization unswitched than the stretched law does. This order must reverse at much longer times: the rate $h$ of the stretched law tends to zero, while that of the two-population model tends to $k_a$.

The predictions differ by about 0.008 at 10 ns and by about 0.010 at 3000 ns. At either of these times, one reading with a standard error of 0.01 cannot separate them reliably, even before the uncertainty of the fitted parameters is counted. Between the two original pulse lengths the models can differ more: at 400 ns the stretched law gives 0.520 and the two populations give 0.547. This difference is 2.7 standard errors of the new reading, but errors in the first two readings also shift the predictions, and when both parameters are refitted to all three readings the separation falls to between 1.7 and 1.9 standard errors. The two curves differ most near 400 ns, yet a single reading there would be suggestive rather than decisive. The errors of all the readings, including the first two, must be made clearly smaller than these differences.

Two points fix two parameters and leave nothing over to test the law. With a third precise point, the law requires all three values of $\ln L$ to lie on one straight line against $\ln t$, within their errors. A clear departure rejects the law with constant $n$ and $\tau$; agreement supports it over the measured range of times. The numerical output below contains most of the values used in these answers; the two fractions at 400 ns follow from the formulas with the fitted parameters.

\section*{Computed values}
\begin{verbatim}
t1 = 100 ns, f1 = 0.20 (dimensionless)
t2 = 1000 ns, f2 = 0.80 (dimensionless)
L1 = 0.22314, L2 = 1.60944 (dimensionless)
ln L1 = -1.49994, ln L2 = 0.47588
L2/L1 = 7.21257, ln(L2/L1) = 1.97582
ln(t2/t1) = 2.30259
exponent n = 0.8581, 1/n = 1.1654
tau from point 1 = 574.3 ns = 0.5743 microseconds
tau from point 2 = 574.3 ns
numerical solution: n = 0.8581, tau = 574.3 ns
switched fraction at tau = 0.6321
half-switching time = 374.7 ns
time from base-10 inner logarithm = 1518.0 ns
switched fraction there = 0.9000
stretched-law rate at t1 = 0.001915 per ns
stretched-law rate at t2 = 0.001381 per ns
standard error of each fraction = 0.01
u1 = 0.05602, u2 = 0.03107 (magnitudes)
ln(t1/tau) = -1.7480
ln(t2/tau) = 0.5546
standard error of n = 0.0278
standard error of tau = 18.2 ns
sampled standard error of n = 0.0279
sampled standard error of tau = 18.2 ns
two-population rates = 0.000983 and 0.003658 per ns
two-population mean rate at t1 = 0.002143 per ns
two-population mean rate at t2 = 0.001155 per ns
at 10 ns: stretched law f = 0.0305, two populations f = 0.0229
at 3000 ns: stretched law f = 0.9839, two populations f = 0.9738
\end{verbatim}
